# From the Matsubara propagator to the real-time thermal propagator

## The physical question

An electron or a photon crossing a hot plasma moves through a medium that already contains quanta of its own kind. The bath can absorb a quantum and return an identical one, and for fermions occupied states block the creation of new ones. A scattering amplitude needs the propagator at real times. Equilibrium theory most directly delivers it at imaginary times, or equivalently at discrete imaginary frequencies, where the free boson propagator is $1/(\omega_n^2+E^2)$.

This expression contains the temperature through the spacing of the $\omega_n$ alone. If $i\omega_n$ is replaced by a real frequency, the spacing disappears and the occupation numbers seem to be lost. These notes show where they reside.

## Setting and conventions

Units are $\hbar=c=k_B=1$, the metric is $(+,-,-,-)$, and $\beta=1/T$. The fields are free, in equilibrium, with zero chemical potential, and $E=\sqrt{\mathbf p^2+m^2}>0$. Define

$$n_B(x)=\frac1{e^{\beta x}-1},\qquad n_F(x)=\frac1{e^{\beta x}+1}.$$

Without an argument, $n_B$ and $n_F$ are taken at $E$. Two identities follow by multiplying numerator and denominator by $e^{\beta x}$:

$$n_B(-x)=-1-n_B(x),\qquad n_F(-x)=1-n_F(x).$$

All correlators are at fixed momentum: $\int d^3x\,e^{-i\mathbf p\cdot\mathbf x}$ is understood, with the field of argument $t$ at $(t,\mathbf x)$ and the field of argument $0$ at the origin, in whichever order they are written. Then

$$D^>(t)=\langle\phi(t)\phi(0)\rangle,\qquad D^<(t)=\langle\phi(0)\phi(t)\rangle,$$
$$S^>_{ab}(t)=\langle\psi_a(t)\bar\psi_b(0)\rangle,\qquad S^<_{ab}(t)=\langle\bar\psi_b(0)\psi_a(t)\rangle.$$

There is no extra sign in $S^<$; the fermion sign enters through time ordering:

$$D_F=\theta(t)D^>+\theta(-t)D^<,\qquad S_F=\theta(t)S^>-\theta(-t)S^<.$$

Frequency functions are $G(p_0)=\int dt\,e^{ip_0t}G(t)$. The result to be derived is

$$D_F(p)=\frac{i}{p^2-m^2+i\varepsilon}+2\pi n_B(|p_0|)\,\delta(p^2-m^2),$$
$$S_F(p)=(\not p+m)\left[\frac{i}{p^2-m^2+i\varepsilon}-2\pi n_F(|p_0|)\,\delta(p^2-m^2)\right].$$

## The Kubo-Martin-Schwinger condition

Let $A(t)=e^{iHt}Ae^{-iHt}$. At complex time, $A(t-i\beta)=e^{\beta H}A(t)e^{-\beta H}$. Cyclicity of the trace gives

$$\langle BA(t)\rangle=\frac1Z\mathrm{Tr}\,[A(t)e^{-\beta H}B]
=\frac1Z\mathrm{Tr}\,[e^{-\beta H}\,e^{\beta H}A(t)e^{-\beta H}B]=\langle A(t-i\beta)B\rangle .$$

No field was moved past another, so no statistics sign appears. For both kinds of field

$$G^<(t)=G^>(t-i\beta).$$

A component $e^{-ip_0t}$ of $G^>$ acquires the factor $e^{-ip_0(-i\beta)}=e^{-\beta p_0}$, so

$$G^>(p_0)=e^{\beta p_0}G^<(p_0).$$

## The Matsubara propagators

Set $t=-i\tau$ and order in $\tau$. For $\tau>0$ let $\Delta(\tau)=D^>(-i\tau)$ and $S(\tau)=S^>(-i\tau)$; for $\tau<0$ let $\Delta(\tau)=D^<(-i\tau)$ and $S(\tau)=-S^<(-i\tau)$. For $-\beta<\tau<0$ the KMS condition yields

$$\Delta(\tau)=D^>(-i(\tau+\beta))=\Delta(\tau+\beta),\qquad S(\tau)=-S(\tau+\beta).$$

Hence $\omega_n=2\pi nT$ for bosons and $\omega_n=(2n+1)\pi T$ for fermions, with $G(\tau)=T\sum_n e^{-i\omega_n\tau}G(i\omega_n)$.

**Boson.** The field equation $\partial_t^2\phi=-E^2\phi$ becomes $\partial_\tau^2\phi=E^2\phi$. Since $\partial_\tau=-i\partial_t$, the slope of $\Delta$ jumps at $\tau=0$ by $-i\langle[\dot\phi,\phi]\rangle=-i(-i)=-1$. Therefore

$$(-\partial_\tau^2+E^2)\Delta(\tau)=\delta(\tau)\quad\Rightarrow\quad\Delta(i\omega_n)=\frac1{\omega_n^2+E^2}.$$

**Fermion.** The Dirac equation $i\partial_t\psi=\gamma^0(\boldsymbol\gamma\cdot\mathbf p+m)\psi$ becomes $(\gamma^0\partial_\tau+\boldsymbol\gamma\cdot\mathbf p+m)\psi=0$. The jump of $S(\tau)$ at zero is $S^>(0)+S^<(0)=\gamma^0$, the equal-time anticommutator. As $\gamma^0\gamma^0=1$, the source is $\delta(\tau)$, and

$$(-i\omega_n\gamma^0+\boldsymbol\gamma\cdot\mathbf p+m)\,S(i\omega_n)=1.$$

Write $P(z)=z\gamma^0-\boldsymbol\gamma\cdot\mathbf p+m$. The bracket is $m-(P-m)$ at $z=i\omega_n$, and $(P-m)^2=z^2-\mathbf p^2$. Multiplying by $P$ gives $m^2-z^2+\mathbf p^2=E^2-z^2$, so

$$S(i\omega_n)=\frac{P(i\omega_n)}{\omega_n^2+E^2}.$$

## Summing over frequencies

Take $0<\tau<\beta$. The function $1+n_B(z)$ has poles at the bosonic $z=i\omega_n$, each with residue $T$. Consider

$$[1+n_B(z)]\,\frac{e^{-z\tau}}{E^2-z^2}.$$

For $\mathrm{Re}\,z\to+\infty$ it falls as $e^{-z\tau}$, and for $\mathrm{Re}\,z\to-\infty$ as $e^{(\beta-\tau)z}$, apart from powers. Its integral over large circles passing between the poles vanishes, so its residues sum to zero. Near $z=E$ the denominator is $-2E(z-E)$; near $z=-E$ it is $2E(z+E)$. Thus

$$\Delta(\tau)-\frac{(1+n_B)e^{-E\tau}}{2E}+\frac{[1+n_B(-E)]e^{E\tau}}{2E}=0.$$

With $1+n_B(-E)=-n_B$,

$$\Delta(\tau)=\frac{(1+n_B)e^{-E\tau}+n_Be^{E\tau}}{2E}.$$

For fermions the weight is $1-n_F(z)$, which also has residue $T$ at its poles and the same exponential behaviour. The numerator gains $P(z)$, so the algebraic factor falls only as $1/|z|$. Together with the exponential decay on both sides, this still makes the circle integral vanish for $0<\tau<\beta$. With $1-n_F(-E)=n_F$,

$$S(\tau)=\frac{(1-n_F)P(E)e^{-E\tau}-n_FP(-E)e^{E\tau}}{2E}.$$

The occupation numbers have appeared through the sum over discrete points.

## Continuation in time

On $0<\tau<\beta$ these functions equal $G^>(-i\tau)$. They are sums of exponentials, hence analytic for all complex $\tau$, and their values on this interval fix the continuation uniquely. Setting $\tau=it$ gives

$$D^>(t)=\frac{(1+n_B)e^{-iEt}+n_Be^{iEt}}{2E},$$
$$S^>(t)=\frac{(1-n_F)P(E)e^{-iEt}-n_FP(-E)e^{iEt}}{2E}.$$

The other ordering follows from $t\to t-i\beta$. This multiplies $e^{-iEt}$ by $e^{-\beta E}$ and $e^{iEt}$ by $e^{\beta E}$. Since $(1+n_B)e^{-\beta E}=n_B$ and $(1-n_F)e^{-\beta E}=n_F$,

$$D^<(t)=\frac{n_Be^{-iEt}+(1+n_B)e^{iEt}}{2E},$$
$$S^<(t)=\frac{n_FP(E)e^{-iEt}-(1-n_F)P(-E)e^{iEt}}{2E}.$$

## The boson thermal term

Using $D^>$ for $t>0$ and $D^<$ for $t<0$, the terms without $n_B$ combine into $e^{-iE|t|}$, while those with $n_B$ are the same on both sides:

$$D_F(t)=\frac{e^{-iE|t|}}{2E}+\frac{n_B}{2E}\left(e^{-iEt}+e^{iEt}\right).$$

Transform the first term with a damping factor $e^{-\eta|t|}$:

$$\frac{1}{2E}\left[\frac{i}{p_0-E+i\eta}-\frac{i}{p_0+E-i\eta}\right]
=\frac{1}{2E}\,\frac{2i(E-i\eta)}{p_0^2-(E-i\eta)^2}\;\to\;\frac{i}{p^2-m^2+i\varepsilon},$$

where $\varepsilon=2E\eta$ and $p_0^2-E^2=p^2-m^2$. The second term is a sum of two pure exponentials with the same constant coefficients at all times, so its transform consists of two sharp lines:

$$\frac{n_B}{2E}\,2\pi[\delta(p_0-E)+\delta(p_0+E)]=2\pi n_B(|p_0|)\,\delta(p^2-m^2).$$

The factor $1/(2E)$ has been absorbed by the delta function of $p_0^2-E^2$. The thermal term is on shell because the quanta in a free bath are real particles of energy $E$. The field both removes and adds such quanta, so it contains $e^{-iEt}$ and $e^{iEt}$, and lines appear at $p_0=\pm E$.

## The fermion thermal term

For $t<0$ the ordered function is $-S^<$. Separating the terms with $n_F$ on each side of $t=0$ gives

$$S_F(t)=\frac{\theta(t)P(E)e^{-iEt}+\theta(-t)P(-E)e^{iEt}}{2E}-\frac{n_F}{2E}\left[P(E)e^{-iEt}+P(-E)e^{iEt}\right].$$

The second part transforms to $-2\pi n_F(|p_0|)P(p_0)\delta(p^2-m^2)$, because each delta function allows $\pm E$ to be written as $p_0$. The first part gives

$$\frac{i}{2E}\left[\frac{P(E)}{p_0-E+i\eta}-\frac{P(-E)}{p_0+E-i\eta}\right].$$

Insert $P(\pm E)=P(p_0)-(p_0\mp E)\gamma^0$. The $\gamma^0$ pieces tend to $-\gamma^0+\gamma^0=0$ as $\eta\to0$. What remains is $P(p_0)=\not p+m$ times the Feynman pole, which completes $S_F$. The minus sign expresses Pauli blocking: in $S^>$ the term for adding a particle carries the thermal weight $1-n_F$, where the boson has the stimulated weight $1+n_B$.

## What continuation in frequency gives

Define the spectral functions $\rho_B=D^>-D^<$ and $\rho_F=S^>+S^<$. KMS then gives

$$D^<=n_B(p_0)\rho_B,\quad D^>=[1+n_B(p_0)]\rho_B,\quad S^<=n_F(p_0)\rho_F,\quad S^>=[1-n_F(p_0)]\rho_F.$$

For bosons, write $D^>(-i\tau)$ as a frequency integral and transform over $0<\tau<\beta$. With $e^{i\omega_n\beta}=1$,

$$\Delta(i\omega_n)=\int\frac{d\omega}{2\pi}[1+n_B(\omega)]\rho_B(\omega)\frac{e^{-\beta\omega}-1}{i\omega_n-\omega}
=\int\frac{d\omega}{2\pi}\frac{\rho_B(\omega)}{\omega-i\omega_n},$$

because $[1+n_B(\omega)](1-e^{-\beta\omega})=1$. The retarded function $D_R(t)=\theta(t)[D^>(t)-D^<(t)]$ has the transform

$$D_R(p_0)=\int\frac{d\omega}{2\pi}\frac{i\rho_B(\omega)}{p_0-\omega+i\varepsilon}=-i\,\Delta(i\omega_n\to p_0+i\varepsilon).$$

For fermions $e^{i\omega_n\beta}=-1$ and $[1-n_F(\omega)](1+e^{-\beta\omega})=1$ lead to the same relation, with $S_R(t)=\theta(t)[S^>(t)+S^<(t)]$. The continuation meant here is analytic off the real axis and decays at infinity. Values at the $i\omega_n$ alone would not suffice: multiplying $\Delta(z)$ by $e^{\beta z}$ leaves every bosonic value unchanged, but the product grows for $\mathrm{Re}\,z\to+\infty$.

Thus approaching the real axis from above gives a retarded function. To recover the ordered one, use the identities

$$D_F=D_R+D^<,\qquad S_F=S_R-S^<,$$

which follow from $\theta(t)+\theta(-t)=1$. In the free theory, the difference of the two correlators found above gives $\rho_B=2\pi\,\mathrm{sgn}(p_0)\delta(p^2-m^2)$, and their fermionic sum gives $\rho_F=(\not p+m)\rho_B$. The retarded pole has $i\varepsilon\,\mathrm{sgn}(p_0)$ in place of $i\varepsilon$. From $i/(x\pm i\varepsilon)=i\mathcal P(1/x)\pm\pi\delta(x)$,

$$D_R=\frac{i}{p^2-m^2+i\varepsilon}-2\pi\theta(-p_0)\delta(p^2-m^2).$$

For $p_0>0$, adding $D^<$ gives $2\pi n_B(p_0)\delta(p^2-m^2)$ directly. For $p_0<0$ the coefficient of $2\pi\delta(p^2-m^2)$ is $-1-n_B(-|p_0|)=n_B(|p_0|)$. For fermions, subtracting $S^<$ gives $-n_F(p_0)$ on the positive shell and $-1+n_F(-|p_0|)=-n_F(|p_0|)$ on the negative one. This is the origin of the absolute value. A Feynman $i\varepsilon$ inserted by hand into the continued Matsubara function supplies the pole and omits these terms.

## KMS on both mass shells

The free correlators can be written as

$$D^>=2\pi\delta(p^2-m^2)[\theta(p_0)+n_B(|p_0|)],\quad D^<=2\pi\delta(p^2-m^2)[\theta(-p_0)+n_B(|p_0|)],$$
$$S^>=(\not p+m)2\pi\delta(p^2-m^2)[\theta(p_0)-n_F(|p_0|)],$$
$$S^<=(\not p+m)2\pi\delta(p^2-m^2)[n_F(|p_0|)-\theta(-p_0)].$$

At $p_0=E$ the ratios of greater to lesser are $(1+n_B)/n_B=e^{\beta E}$ and $(1-n_F)/n_F=e^{\beta E}$. At $p_0=-E$ they are $n_B/(1+n_B)$ and $(-n_F)/(n_F-1)$, both $e^{-\beta E}$. Each equals $e^{\beta p_0}$, as required. For the boson at $p_0=E$, this is detailed balance between adding a quantum, with factor $1+n_B$, and removing one, with factor $n_B$.

## A numerical case

Take round parameters in units of $m$: $m=1$, $|\mathbf p|=0.75$, $T=0.5$. Then $E=\sqrt{0.5625+1}=1.25$, $\beta E=2.5$, $e^{\beta E}=12.182$, and

$$n_B=\frac1{11.182}=0.0894,\qquad n_F=\frac1{13.182}=0.0759.$$

The reference values are thermal traces: an oscillator space cut at 60 levels for the boson, and the 16-dimensional space of four Dirac components for the fermion. At $\tau=0.5$ the boson Matsubara sum and trace both give $0.3001$.

At $t=1$ the formula for $D^>$ reads

$$D^>(1)=\frac{(1+2n_B)\cos1.25-i\sin1.25}{2.5}=0.1487-0.3796i.$$

The trace for $D^<(1)$ is $0.1487+0.3796i$, and the formula for $D^>(1-i\beta)$ gives the same. The imaginary part contains no $n_B$: it comes from the commutator, which is independent of temperature for a free field. The unit-matrix part of $S^>(1)$ is $0.1070-0.3796i$; that of $S^<(1)$ is $-0.1070-0.3796i$, again matching the shifted formula. Here the real parts cancel in the anticommutator.

A delta function can be tested after integration with a smooth weight. Choose $f(p_0)=\exp[-(p_0-0.4)^2/(2\cdot0.6^2)]$, off centre so that the two shells count differently: $f(E)=0.3666$ and $f(-E)=0.0228$. The thermal part of $\int(dp_0/2\pi)\,f D_F$ is

$$\frac{n_B}{2E}[f(E)+f(-E)]=\frac{0.0894\times0.3894}{2.5}=0.0139.$$

The Feynman pole contributes $0.0779-0.1921i$, so the total is $0.0918-0.1921i$. Integrating the traces over time with the Fourier transform of $f$ gives the same value. Without the thermal term, the real part would be about 15% below the total real part.

For the unit-matrix part of $S_F$ the pole is again $0.0779-0.1921i$, since $m=1$, and the thermal term is $-0.0118$. The sum $0.0661-0.1921i$ agrees with the traces; the opposite thermal sign would give a real part of $0.0897$. In the $\gamma^0$ part the shells enter with opposite signs:

$$-\frac{n_F}{2}[f(E)-f(-E)]=-\frac{0.0759\times0.3438}{2}=-0.0130.$$

This lowers the real part from $0.0860$ to $0.0729$, also in agreement. The remaining values are in the numerical output.

## Limits and extensions

**Low and high temperature.** For $T\to0$ at fixed $E>0$, both occupations vanish as $e^{-\beta E}$ and the vacuum propagators return. For $T\gg E$, $n_B\simeq T/E$, and the equal-time correlator becomes $D^>(0)=(1+2n_B)/(2E)\simeq T/E^2$. This is classical equipartition, $E^2D^>(0)\simeq T$. For fermions $n_F\to1/2$, so the on-shell delta part of the pole, with coefficient $\pi$, is cancelled by $-2\pi n_F$.

**Photons.** Each transverse polarization of a free photon with $\mathbf p\ne0$ is an oscillator with $E=|\mathbf p|$. The boson result applies to it with $m=0$. In a plasma the medium also shifts the photon dispersion by the plasma frequency $\omega_p$, about $0.03\,m_e$ in a pair plasma at $T=0.5\,m_e$, so the free form describes a plasma photon only for $|\mathbf p|\gg\omega_p$. At $\mathbf p=0$ the condition $E>0$ fails and $n_B$ diverges.

**Chemical potential.** With weight $e^{-\beta(H-\mu Q)}$ and $[Q,\psi]=-\psi$, moving $\psi$ around the trace adds a factor $e^{\beta\mu}$. Hence $S^<(p_0)=e^{-\beta(p_0-\mu)}S^>(p_0)$, and $n_F(p_0)$ becomes $n_F(p_0-\mu)$. The thermal occupation is then $n_F(E-\mu)$ on the positive shell and, from $1-n_F(-E-\mu)$, $n_F(E+\mu)$ on the negative one. Particles and antiparticles are no longer equally populated. For electrons, $\mu=0$ describes only a charge-symmetric pair plasma, appreciably populated when $T$ is not far below $m$; the numerical case $T=0.5\,m$ corresponds to about $3\times10^9$ K. An ordinary electron-ion plasma with $T\ll m$ has $\mu$ close to $m$ and needs these shifted occupations.

**Interactions.** The KMS derivation used the trace and not the free Hamiltonian. In an interacting equilibrium state $D_F=D_R+n_B(p_0)\rho_B$ therefore still holds for $p_0\neq0$, but $\rho_B$ need not be a pair of sharp lines. The point $p_0=0$ is excluded because a time-independent part of the correlator, present for example when $\langle\phi\rangle\neq0$, appears equally in $D^>$ and $D^<$ and cancels in $\rho_B$. That part is also missing from the spectral formula for $\Delta(i\omega_n)$ at $n=0$. The on-shell delta function comes from the free $\rho_B=2\pi\,\mathrm{sgn}(p_0)\delta(p^2-m^2)$ and is a property of the free propagator.

## Numbers as computed

```
mass m = 1.000000 [m]
momentum |p| = 0.750000 [m]
energy E = 1.250000 [m]
temperature T = 0.500000 [m]
beta = 2.000000 [1/m]
beta*E = 2.500000 [1]
n_B(E) = 0.089425 [1]
n_F(E) = 0.075858 [1]
tau of Matsubara sums = 0.500000 [1/m]
boson Matsubara sum = 0.300079 [1/m]
boson trace at t=-i tau = 0.300079 [1/m]
fermion sum, unit-matrix part = 0.14117 [1]
fermion trace, unit-matrix part = 0.14117 [1]
real time t = 1.000000 [1/m]
D_greater(t), trace = 0.148687-0.379594j [1/m]
D_lesser(t), trace = 0.148687+0.379594j [1/m]
D_greater(t-i beta), formula = 0.148687+0.379594j [1/m]
S_greater(t) unit part, trace = 0.106993-0.379594j [1]
S_lesser(t) unit part, trace = -0.106993-0.379594j [1]
S_greater(t-i beta) unit part, formula = -0.106993-0.379594j [1]
boson line weight at p0=E, greater = 0.435770 [1/m]
boson line weight at p0=E, lesser = 0.035770 [1/m]
boson weight ratio = 12.182494 [1]
fermion weight ratio = 12.182494 [1]
exp(beta*E) = 12.182494 [1]
Gaussian centre = 0.400000 [m]
Gaussian width = 0.600000 [m]
Gaussian at p0=+E = 0.366604 [1]
Gaussian at p0=-E = 0.022794 [1]
smeared boson, Feynman pole = 0.077880-0.192053j [1/m]
smeared boson, thermal term = 0.013929 [1/m]
smeared boson, formula total = 0.091809-0.192053j [1/m]
smeared boson, time integral of traces = 0.091809-0.192053j [1/m]
smeared fermion unit part, pole = 0.077880-0.192053j [1]
smeared fermion unit part, thermal = -0.011816 [1]
smeared fermion unit part, total = 0.066064-0.192053j [1]
smeared fermion unit part, traces = 0.066064-0.192053j [1]
smeared fermion gamma0 part, pole = 0.085953-0.063437j [1]
smeared fermion gamma0 part, thermal = -0.013040 [1]
smeared fermion gamma0 part, total = 0.072912-0.063437j [1]
smeared fermion gamma0 part, traces = 0.072912-0.063437j [1]
```
